# Radicals or Ions from a Tin–Carbon Bond at Zero Hopping

**Q.** Carbon holds electrons more strongly than tin. If I pull a tin–carbon bond apart, both bonding electrons should end up on carbon, giving C⁻ and Sn⁺. Why would anyone expect neutral radicals?

**A.** Because the second electron on carbon must also pay for repulsion by the first. The smallest model containing both effects has one orbital on each atom and two electrons. Let $\alpha_C$ and $\alpha_{Sn}$ be the energies of one electron in each orbital, and define

$$D=\alpha_{Sn}-\alpha_C>0 .$$

Two electrons on the same site repel with energy $U>0$, taken equal on both sites. The Hamiltonian is

$$H=\alpha_C n_C+\alpha_{Sn}n_{Sn}+U(n_{C\uparrow}n_{C\downarrow}+n_{Sn\uparrow}n_{Sn\downarrow})-t\sum_\sigma(c^\dagger_{C\sigma}c_{Sn\sigma}+c^\dagger_{Sn\sigma}c_{C\sigma}).$$

Here $c^\dagger$ creates an electron, $n$ counts electrons, and $t$ is the hopping amplitude. Each neutral fragment brings one electron, so "neutral" means one electron on each site.

For separated fragments set $t=0$. Every state with definite site occupations is then an eigenstate. There are six ways to put two electrons into four spin orbitals:

- One electron on each site: four spin arrangements, energy $\alpha_C+\alpha_{Sn}$.
- Both on carbon: one arrangement with opposite spins, energy $2\alpha_C+U$.
- Both on tin: one arrangement with opposite spins, energy $2\alpha_{Sn}+U$.

Measure the ionic energies from the neutral one:

$$E(\mathrm{C^-Sn^+})-E(\mathrm{C^\bullet Sn^\bullet})=2\alpha_C+U-\alpha_C-\alpha_{Sn}=U-D,$$

$$E(\mathrm{C^+Sn^-})-E(\mathrm{C^\bullet Sn^\bullet})=2\alpha_{Sn}+U-\alpha_C-\alpha_{Sn}=U+D.$$

The second difference is positive, so that ion pair cannot be the ground state. The first decides the matter: radicals are lowest if $U>D$, and C⁻Sn⁺ is lowest if $U<D$. Your argument included the gain $D$ but left out the cost $U$.

**Q.** So it is radicals if $U>D$, otherwise ions?

**A.** "Otherwise" includes $U=D$, where that wording fails. At equality the four neutral states and C⁻Sn⁺ have the same energy, giving a fivefold degenerate ground level. The model then selects neither product. If the sign of $D$ is reversed, the two atoms exchange roles, and the comparison becomes $U$ against $|D|$.

**Q.** $U$ and $D$ are model parameters. What could I measure on the fragments to find out which is larger?

**A.** Removing the electron from neutral tin costs its ionization energy,

$$I_{Sn}=0-\alpha_{Sn}=-\alpha_{Sn}.$$

The electron affinity of carbon is the energy released when the neutral fragment gains an electron:

$$A_C=\alpha_C-(2\alpha_C+U)=-\alpha_C-U.$$

Subtracting gives

$$I_{Sn}-A_C=-\alpha_{Sn}+\alpha_C+U=U-D.$$

The criterion is therefore the energy balance for moving one electron between distant fragments. Radicals win when ionizing tin costs more than carbon returns.

For a methyl–tin bond I take rough values $\alpha_C=-10$ eV, $\alpha_{Sn}=-7$ eV and $U=10$ eV. They give $D=3$ eV, $I_{Sn}=7$ eV and $A_C=10-10=0$ eV. The ion pair C⁻Sn⁺ lies $10-3=7$ eV above the radicals, and the reverse pair lies $10+3=13$ eV above them. The carbon level $-\alpha_C=10$ eV is close to the ionization energy of the methyl radical. Larger alkyl radicals ionize more easily, at roughly 8, 7.4 and 6.7 eV for ethyl, isopropyl and tert-butyl, so their $D$ is much smaller. The last answer returns to this.

**Q.** Tin is the larger atom. Surely its repulsion is smaller, so equal $U$ has built the answer in?

**A.** Give the sites separate repulsions $U_C$ and $U_{Sn}$. Repeating the subtraction gives ionic energies $U_C-D$ and $U_{Sn}+D$. Only carbon's repulsion enters the competition with C⁻Sn⁺, because tin is empty in that state. This is why I set the common $U$ from carbon. With a rough $U_{Sn}=5$ eV, the first gap remains 7 eV and the reverse gap falls from 13 to $5+3=8$ eV. The zero-hopping ground state is unchanged.

**Q.** A bond has hopping. Setting $t=0$ may have removed the very effect that chooses the product.

**A.** Then restore $t$ and follow the ground state as it becomes small. Choose the energy zero so that $\alpha_C+\alpha_{Sn}=0$, hence $\alpha_C=-D/2$ and $\alpha_{Sn}=D/2$. Define

$$|1\rangle=c^\dagger_{C\uparrow}c^\dagger_{Sn\downarrow}|0\rangle,\qquad |2\rangle=c^\dagger_{C\downarrow}c^\dagger_{Sn\uparrow}|0\rangle,\qquad |s\rangle=\frac{|1\rangle-|2\rangle}{\sqrt2}.$$

The state $|s\rangle$ is the neutral singlet. Let $T$ be the hopping part of $H$ and let it act on the state with both electrons on carbon, $|C^2\rangle=c^\dagger_{C\uparrow}c^\dagger_{C\downarrow}|0\rangle$. Moving the up electron gives $c^\dagger_{Sn\uparrow}c^\dagger_{C\downarrow}|0\rangle=-|2\rangle$, where the sign comes from exchanging two fermion operators. Moving the down electron gives $|1\rangle$. Thus

$$T|C^2\rangle=-t(|1\rangle-|2\rangle)=-\sqrt2\,t|s\rangle.$$

For $|Sn^2\rangle=c^\dagger_{Sn\uparrow}c^\dagger_{Sn\downarrow}|0\rangle$, moving the up electron gives $|1\rangle$ and moving the down electron gives $c^\dagger_{Sn\uparrow}c^\dagger_{C\downarrow}|0\rangle=-|2\rangle$. The result is again $-\sqrt2\,t|s\rangle$.

The triplet combination $(|1\rangle+|2\rangle)/\sqrt2$ is orthogonal to $|s\rangle$ and does not couple to either ionic state. In the other two triplets the spins are parallel, and the Pauli principle forbids hopping onto the occupied site. All three triplets remain at energy zero.

Write a singlet eigenstate as $s|s\rangle+a|C^2\rangle+b|Sn^2\rangle$. Its amplitudes satisfy

$$Es=-\sqrt2\,t(a+b),$$

$$(E-U+D)a=-\sqrt2\,ts,\qquad (E-U-D)b=-\sqrt2\,ts.$$

For nonzero denominators, solve the last two equations for $a$ and $b$, insert them into the first, and divide by $s$:

$$E=2t^2\left[\frac1{E-U+D}+\frac1{E-U-D}\right]=\frac{4t^2(E-U)}{(E-U)^2-D^2}.$$

Multiplying by the denominator gives

$$E[(E-U)^2-D^2]=4t^2(E-U).$$

**Q.** At $t=0$ the radicals included three triplets. How do you know that the ground state at small $t$ is not one of them?

**A.** Move everything in the cubic equation to the left:

$$f(E)=E[(E-U)^2-D^2]-4t^2(E-U).$$

For $t\ne0$, $f(0)=4t^2U>0$, while $f(E)\to-\infty$ as $E\to-\infty$. There is therefore a negative root. The triplets are at zero, so a singlet lies below them. Hopping separates the neutral singlet from the three triplets, which remain degenerate with one another.

**Q.** That settles the spin. It does not yet show where the charge goes.

**A.** Use the excess number of electrons on carbon, $q=\langle n_C\rangle-1$. Neutral carbon has $q=0$, and C⁻ has $q=1$. With the mean site level fixed, $D$ enters $H$ as $D(n_{Sn}-n_C)/2$. For a normalized, nondegenerate eigenstate, the derivative of its energy equals the expectation value of the derivative of $H$. Since $n_{Sn}=2-n_C$,

$$\frac{dE}{dD}=\frac12\langle n_{Sn}-n_C\rangle=1-\langle n_C\rangle=-q.$$

First take $U>D$ and $|t|\ll U-D$. The ground energy approaches zero, so to leading order we may put $E=0$ on the right of the fractional equation:

$$E\simeq2t^2\left[-\frac1{U-D}-\frac1{U+D}\right]=-\frac{4t^2U}{U^2-D^2}.$$

Differentiating with respect to $D$ and changing the sign gives

$$q\simeq\frac{8t^2UD}{(U^2-D^2)^2}\longrightarrow0.$$

Now take $U<D$ and $|t|\ll D-U$. The main amplitude is $a$, and $b$ is of order $t^2$. The first amplitude equation gives $s\simeq-\sqrt2\,ta/E$. Inserting this into the second gives $E-U+D\simeq2t^2/E$. On the right, $E$ may be replaced by its zero-hopping value $U-D$:

$$E\simeq U-D-\frac{2t^2}{D-U}.$$

Hence $dE/dD\simeq-1+2t^2/(D-U)^2$, and

$$q\simeq1-\frac{2t^2}{(D-U)^2}\longrightarrow1.$$

The small-hopping limit agrees with the zero-hopping answer on both sides of the boundary.

**Q.** And on the boundary, where your small parameter has a zero denominator?

**A.** Those expansions fail there. At $U=D>0$ the states $|s\rangle$ and $|C^2\rangle$ both have energy zero, while $|Sn^2\rangle$ is higher by $2U$. For $|t|\ll U$, keep the two degenerate states:

$$\begin{pmatrix}0&-\sqrt2\,t\\-\sqrt2\,t&0\end{pmatrix},\qquad E=\pm\sqrt2\,|t|.$$

The eigenvectors have equal weights on the two states, so $q\to1/2$. The splitting is $2\sqrt2\,|t|$. For $t=0.001$ eV at equality, the full two-electron calculation gives a splitting of 0.00283 eV and $q=0.500$. This half-transfer is a quantum mixture at small nonzero $t$. At $t=0$ the degenerate level has no preferred mixture.

**Q.** Show me the tin–carbon case. Does the bond look neutral before it breaks?

**A.** It is mixed. Take a rough bond hopping of 2.5 eV at a length of 0.22 nm. Keep $U=10$ eV and $D=3$ eV fixed, and reduce $t$:

| $t$ (eV) | $E$ (eV) | $q$ | neutral weight |
|---|---|---|---|
| 2.5 | −2.18 | 0.078 | 0.832 |
| 1.0 | −0.419 | 0.024 | 0.955 |
| 0.1 | −0.0044 | 0.0003 | 0.9995 |

At $t=0.1$ eV the leading formula gives $-4(0.1)^2(10)/(100-9)=-0.0044$ eV, as in the table. At the bond it would give $-2.75$ eV instead of $-2.18$ eV, so hopping there is too large for the leading term to be accurate.

The total ionic weight at the bond is $1-0.832=0.168$. Since $q$ is the weight of C⁻Sn⁺ minus that of C⁺Sn⁻, the two weights are $(0.168+0.078)/2=0.123$ and $(0.168-0.078)/2=0.045$. A bond can contain ionic character and still separate into radicals.

For contrast, keep $U=10$ eV but take a hypothetical $D=12$ eV, which does not describe tin and carbon. At $t=2.5$ eV, $q=0.60$ and the neutral weight is still 0.39. At $t=0.1$ eV, $q=0.995$. As $t$ vanishes, the energy approaches $10-12=-2$ eV and the state becomes an ion pair.

**Q.** Opposite ions attract each other. You have left that out, and it can be several electronvolts.

**A.** Yes. If attraction and other effects lower the ion pair by $W$, its energy above the radicals becomes $U-D-W$. Radicals then require

$$U-W>D.$$

The same $W$ lowers the reverse pair, so with separate repulsions $U_{Sn}+D>W$ is needed as well. For the values used here that gap starts at 8 eV or more and is not the first to close.

For point charges in vacuum, $W=\kappa/R$, with $\kappa=e^2/(4\pi\varepsilon_0)=1.440$ eV nm. Setting $W=7$ eV gives $R=1.440/7=0.206$ nm. This is shorter than the bond length, so with point-charge attraction as the only correction, the vacuum ion pair stays above the radicals from the bond length outward.

The margin at the bond itself is small: $1.440/0.22=6.5$ eV, which leaves about 0.5 eV of the original 7 eV. Point charges are a poor description at that distance, but the estimate shows that the bond energy and polarity in the table, calculated without attraction, should not be taken as predictions. As $R\to\infty$ in vacuum, $W\to0$ and the original criterion returns.

**Q.** A resist is a solid film, not a vacuum. Its polarization stabilizes ions even when they are far apart.

**A.** For the separated fragments, that is the largest correction in this example. Treat each ion as a sphere of radius $r$ in a medium of relative permittivity $\varepsilon_r$. The electric-field energy outside one ion is

$$\int_r^\infty\frac{\varepsilon_0\varepsilon_r}{2}\left(\frac{e}{4\pi\varepsilon_0\varepsilon_r x^2}\right)^2 4\pi x^2\,dx=\frac{\kappa}{2\varepsilon_r}\int_r^\infty\frac{dx}{x^2}=\frac{\kappa}{2\varepsilon_r r}.$$

Compared with vacuum, the medium lowers this energy by $(\kappa/2r)(1-1/\varepsilon_r)$. Two ions and their screened attraction give

$$W=\frac{\kappa}{r}\left(1-\frac1{\varepsilon_r}\right)+\frac{\kappa}{\varepsilon_rR}.$$

Choose $r=0.25$ nm, $R=0.50$ nm and a rough film value $\varepsilon_r=4$. Polarization contributes $(1.440/0.25)(0.75)=4.32$ eV and attraction contributes $1.440/(4\times0.50)=0.72$ eV, so $W=5.04$ eV. The spheres touch at this distance, so adding the two terms is only an estimate of size. It also assumes that the medium has had time to polarize fully around the ions.

Ions can also change shape, for which I allow a rough 0.5 eV. This term applies only if $I_{Sn}$ and $A_C$ are taken at the radicals' shapes, since values for relaxed ions already include it. An allowance of 1 eV would lower each film and polar-medium gap below by a further 0.5 eV. A field of 1 MV/cm is 0.1 V/nm. Across 0.50 nm, in the direction that favours C⁻Sn⁺, it contributes 0.05 eV. The remaining gap is

$$7.00-5.04-0.50-0.05=1.41\ \mathrm{eV}.$$

Radicals are still lower at this distance, but about four fifths of the vacuum margin has gone. The field term grows in proportion to the separation. With the same film values and a steady field of this strength, the ion pair would become lower beyond about 22 nm. This is only an ordering of energies, since hopping over such a distance is negligible.

**Q.** Then a more polar medium could reverse the result.

**A.** Not through polarity alone, for these values. With $\varepsilon_r=80$ and everything else fixed, $W=5.72$ eV and the gap is 0.73 eV. Even as $\varepsilon_r\to\infty$, $W$ rises only to $\kappa/r=5.76$ eV, which leaves a gap of 0.69 eV. A smaller ion radius, however, can close it. For touching ions $R=2r$, and the formula becomes $W=(\kappa/r)[1-1/(2\varepsilon_r)]$. With relaxation and field included, the gap closes when $W=7.00-0.55=6.45$ eV. Solving for the radius at $\varepsilon_r=80$ gives

$$r=\frac{1.440\,(1-1/160)}{6.45}=0.22\ \mathrm{nm}.$$

Reducing the assumed radius from 0.25 to 0.22 nm is enough to remove the margin. Specific bonding of an ion to solvent or oxide is also missing and could do the same. The estimate therefore does not guarantee radicals in every medium.

**Q.** What about residual hopping at 0.50 nm, and the heat of a bake?

**A.** Assume that hopping decays exponentially with a length of 0.07 nm. From the bond to 0.50 nm it falls to $2.5\,e^{-0.28/0.07}=0.046$ eV. With the film corrections and $U_{Sn}=5$ eV, the ground state has neutral weight 0.997 and $q=0.001$. For the polar medium the neutral weight is 0.991. With this assumed decay length, residual hopping is a minor correction in both cases. A slower decay would mix in more of the ion pair, especially in the polar medium, where the gap is smaller.

For temperature, compare equilibrium populations at $t=0$. There are four neutral states and one C⁻Sn⁺ state. If the reverse ion pair is too high to matter, their populations are equal when

$$4=e^{-(U-D)/k_BT},\qquad U=D-k_BT\ln4.$$

Spin degeneracy thus favours radicals slightly. At 450 K, $k_BT=0.0388$ eV and the boundary moves by 0.054 eV. With the film gap of 1.41 eV, the equilibrium ion fraction is about $4\times10^{-17}$. That number depends exponentially on a rough gap, so it shows only that heat produces a negligible equilibrium population of ion pairs if the gap is of this size.

**Q.** An exposed resist contains fast electrons and holes. Does your two-electron ground state describe what exposure does?

**A.** It describes only dissociation of the neutral bond in its ground state. Electronically excited bonds may follow other paths. If ionization removes one bonding electron, the remaining electron at $t=0$ occupies the lower orbital, giving C• and Sn⁺ when $D>0$. For secondary or tertiary alkyl groups, whose ionization energies are close to that of the tin fragment, this order is not assured. If the bond captures an electron, three are present. With equal repulsions, either doubly occupied site costs the same $U$, and placing the pair on carbon saves $D$, giving C⁻ and Sn•. This is the three-electron case in the check output. Here, however, tin's own repulsion matters, because tin may hold the pair. With separate repulsions, the energy of C⁻Sn• minus that of C•Sn⁻ is

$$(2\alpha_C+\alpha_{Sn}+U_C)-(\alpha_C+2\alpha_{Sn}+U_{Sn})=U_C-U_{Sn}-D.$$

For the rough values $U_C=10$ eV, $U_{Sn}=5$ eV and $D=3$ eV this is $+2$ eV, so the extra electron goes to tin and the products are C• and Sn⁻. Observing a tin cation or a tin anion after exposure would therefore not contradict dissociation of the neutral bond into radicals.

**Q.** How close is the model to an actual organotin-oxide resist?

**A.** Such a resist has alkyl groups bonded to tin atoms that are also bonded to oxygen. The values used here are rough ones for a methyl–tin bond, and oxygen neighbours can shift the tin level. The direction and size of that shift are not calculated here. A higher $I_{Sn}$ widens the gap by the same amount and a lower one narrows it, so a reduction of 1 eV would exceed the 0.73 eV margin in the polar case. The alkyl group matters too. The reverse gap is $U_{Sn}+D=I_C-A_{Sn}$, with $A_{Sn}=7-5=2$ eV for the rough tin values. Taking $I_C=7.4$ eV (isopropyl) or 6.7 eV (tert-butyl) gives 5.4 or 4.7 eV, below 7 eV. C⁺Sn⁻ is then the competing ion pair, and the film correction of $5.04+0.50=5.54$ eV would bring it level with or below the radicals. For the methyl-like values, the equal repulsion is unrealistic for tin, but correcting it leaves the 7 eV vacuum gap to C⁻Sn⁺ unchanged and still the lower of the two. It does change the bond itself: with $U_{Sn}=5$ eV and $t=2.5$ eV, $q$ falls from 0.078 to 0.020. Treating the fragments as isolated does affect that gap strongly: the film estimate moves it from 7 to about 1.4 eV. The firm result is the criterion within the model. Applying it to a particular resist requires the ionization energy, electron affinity and ion stabilization for its own fragments and surroundings. The numerical output below gives the values for the main cases discussed.

## Computed values

```
Inputs: U = 10.0 eV; D = 3.0 eV; contrast D = 12.0 eV
Site levels: carbon -10.0 eV; tin -7.0 eV
Bond hopping 2.50 eV; bond length 0.22 nm
Tin ionization energy 7.00 eV
Carbon electron affinity 0.00 eV
C-minus Sn-plus energy above radicals 7.00 eV
C-plus Sn-minus energy above radicals 13.00 eV
Sn-C, t=0: energy 0.000 eV; degeneracy 4; carbon excess 0.000; neutral weight 1.000
Sn-C, t=2.50 eV: energy -2.184248 eV; carbon excess 0.078156; neutral weight 0.831665
Sn-C, t=1.00 eV: energy -0.418638 eV; carbon excess 0.024089; neutral weight 0.954702
Sn-C, t=0.30 eV: energy -0.039375 eV; carbon excess 0.002562; neutral weight 0.995331
Sn-C, t=0.10 eV: energy -0.004393 eV; carbon excess 0.000289; neutral weight 0.999474
Sn-C, t=0.01 eV: energy -0.000044 eV; carbon excess 0.000003; neutral weight 0.999995
Contrast, t=0: energy -2.000 eV; degeneracy 1; carbon excess 1.000; neutral weight 0.000
Contrast, t=2.50 eV: energy -4.850592 eV; carbon excess 0.595139; neutral weight 0.391292
Contrast, t=1.00 eV: energy -2.749446 eV; carbon excess 0.779467; neutral weight 0.219102
Contrast, t=0.30 eV: energy -2.086576 eV; carbon excess 0.959999; neutral weight 0.039976
Contrast, t=0.10 eV: energy -2.009955 eV; carbon excess 0.995069; neutral weight 0.004930
Contrast, t=0.01 eV: energy -2.000100 eV; carbon excess 0.999950; neutral weight 0.000050
Equality U=D, t=0: degeneracy 5
Equality, t=0.001 eV: splitting 0.002828 eV; carbon excess 0.5000
One electron: number on carbon 1
Three electrons: number on carbon 2
Rough tin repulsion 5.0 eV: forward ion gap 7.00 eV; reverse ion gap 8.00 eV
Separation 0.50 nm; ion radius 0.25 nm
Coulomb constant 1.43996 eV nm
Vacuum ion attraction 2.880 eV
Vacuum point-charge crossing distance 0.206 nm
Film relative permittivity 4.0
Film polarization, both ions 4.320 eV
Film screened ion attraction 0.720 eV
Film total ion stabilization 5.040 eV
Film critical radius, touching ions, Born model only 0.180 nm
Polar relative permittivity 80.0; total ion stabilization 5.724 eV
Assumed ionic relaxation 0.50 eV
Field 1.0 MV/cm: energy shift 0.050 eV
Temperature 450 K: kT 0.0388 eV; equal-population shift 0.0538 eV
Hopping decay length 0.070 nm; residual t 0.0458 eV
Combined film ion gap, t=0 1.410 eV
Combined film, residual t: energy -0.00463 eV; carbon excess 0.00143; neutral weight 0.99725
Combined polar-medium ion gap, t=0 0.726 eV
Combined polar medium, residual t: energy -0.00800 eV; carbon excess 0.00648; neutral weight 0.99105
Log10 ion fraction, vacuum, t=0 -79.0
Log10 ion fraction, combined film, t=0 -16.4
```
